# Surface recombination velocity of a symmetrically passivated wafer from its lifetimes

**The question**

The passivation of a semiconductor surface is judged by its surface recombination velocity $S$, the ratio of the recombination flux into the surface to the excess carrier density $n$ just inside it. A small $S$ means a well passivated surface. In the experiment considered here, $S$ is not measured directly. What is measured is the decay of the total number of excess carriers after a short flash.

A wafer fills $-W/2<x<W/2$, and its two surfaces have the same $S>0$. In the dark after the flash,

$$\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}-\frac{n}{\tau_b},\qquad -D\frac{\partial n}{\partial x}\Big|_{W/2}=S\,n(W/2),\qquad +D\frac{\partial n}{\partial x}\Big|_{-W/2}=S\,n(-W/2).$$

The two signs differ because the outward direction is $+x$ at one surface and $-x$ at the other. The diffusion coefficient $D$, the bulk lifetime $\tau_b$ and $S$ do not depend on $n$, nothing varies along the wafer plane, and there is no trapping. The effective lifetime $\tau_{\rm eff}$ is the time constant of the late, exponential part of the decay. Define

$$R=\frac{1}{\tau_{\rm eff}}-\frac{1}{\tau_b}.$$

**Part (a)**

*Integrate the diffusion equation over the thickness. Find the estimate $S_0$ of the surface recombination velocity that follows if the density is taken as uniform, and state when this should be allowed.*

**Answer.** Let $N=\int_{-W/2}^{W/2}n\,dx=W n_{\rm av}$ be the number of excess carriers per unit area. Integration gives

$$\frac{dN}{dt}=D\frac{\partial n}{\partial x}\Big|_{W/2}-D\frac{\partial n}{\partial x}\Big|_{-W/2}-\frac{N}{\tau_b}.$$

By the surface conditions, the first term is $-S\,n(W/2)$ and the second, with its sign, is $-S\,n(-W/2)$. Hence

$$-\frac{1}{N}\frac{dN}{dt}=\frac{1}{\tau_b}+\frac{S\,[\,n(W/2)+n(-W/2)\,]}{W n_{\rm av}}. \tag{1}$$

In the late decay the left side is $1/\tau_{\rm eff}$. If the profile is then symmetric, as part (b) shows, both surface densities equal one value $n_s$, and

$$R=\frac{2S}{W}\,\frac{n_s}{n_{\rm av}}. \tag{2}$$

No approximation has been made so far. A uniform density has $n_s=n_{\rm av}$, which gives the small-velocity formula

$$S_0=\frac{W}{2}\left(\frac{1}{\tau_{\rm eff}}-\frac{1}{\tau_b}\right)=\frac{WR}{2}. \tag{3}$$

The density stays nearly uniform if diffusion refills the surface region faster than the surfaces empty the wafer. Diffusion over half the thickness takes a time of order $(W/2)^2/D$, and emptying takes about $(W/2)/S$. The first is much shorter than the second if $SW/(2D)\ll1$, that is, if $S$ is small compared with the velocity $2D/W$.

**Part (b)**

*Solve the diffusion equation for the late decay, and obtain $S$ from $R$ without assuming a uniform density. How long after the flash must one wait?*

**Answer.** Insert $n=u(x)\,e^{-t/\tau}$ and let $R$ stand for $1/\tau-1/\tau_b$ of the mode in question. Then

$$D\,u''=-R\,u.$$

To find the sign of $R$, multiply by $-u$ and integrate by parts:

$$R\int u^2dx=-D\,[u\,u']_{-W/2}^{W/2}+D\int u'^2dx=S\,[u^2(W/2)+u^2(-W/2)]+D\int u'^2dx>0.$$

The solutions are therefore cosines and sines of $kx$ with $k=\sqrt{R/D}$. Since the wafer is symmetric, the modes can be taken as even or odd. Let $\beta=kW/2$, so that

$$\beta=\frac{W}{2}\sqrt{\frac{R}{D}},\qquad R=\frac{4D\beta^2}{W^2}. \tag{4}$$

For an even mode, $u=\cos kx$, the condition at $x=W/2$ reads $Dk\sin\beta=S\cos\beta$. With $k=2\beta/W$ this becomes

$$S=\frac{2D}{W}\,\beta\tan\beta. \tag{5}$$

For an odd mode, $u=\sin kx$, it reads $-Dk\cos\beta=S\sin\beta$, or $\beta\cot\beta=-SW/(2D)$.

On $0<\beta<\pi/2$ the function $\beta\tan\beta$ has the positive derivative $\tan\beta+\beta/\cos^2\beta$ and rises from zero to infinity. Every $S>0$ thus has one even mode there. An odd mode needs a negative cotangent, so its $\beta$ exceeds $\pi/2$. The slowest mode is therefore the even one with $\beta<\pi/2$. Its profile is positive throughout the wafer, and since the modes are mutually orthogonal, any positive initial density contains it with a positive amplitude. This mode governs the late decay. The procedure is to compute $\beta$ from the measured $R$ by (4) and then $S$ from (5).

Odd modes contribute nothing to $N$, because their integral vanishes. The next even mode cannot lie in $\pi/2<\beta<\pi$, where the tangent is negative, so it has $\beta_1>\pi$. Relative to the slowest mode it decays at the rate

$$\frac{4D}{W^2}(\beta_1^2-\beta^2)>\frac{4D}{W^2}\left(\pi^2-\frac{\pi^2}{4}\right)=\frac{3\pi^2D}{W^2}.$$

Its share in the signal dies out with a time constant shorter than $W^2/(3\pi^2D)$, whatever the value of $S$, and higher even modes die out faster still. One must wait for several such times.

**Part (c)**

*Find the error of $S_0$, explain it physically, and give the first correction.*

**Answer.** From (3) and (4), $S_0=(W/2)(4D\beta^2/W^2)=2D\beta^2/W$. Division by (5) gives

$$\frac{S_0}{S}=\frac{\beta}{\tan\beta}=\beta\cot\beta. \tag{6}$$

Because $\tan\beta>\beta$ on $0<\beta<\pi/2$, the simple formula gives too small a velocity for every $S>0$ in this model.

The profile shows why. For $u=\cos(2\beta x/W)$,

$$n_s\propto\cos\beta,\qquad n_{\rm av}\propto\frac1W\int_{-W/2}^{W/2}\cos\frac{2\beta x}{W}\,dx=\frac{\sin\beta}{\beta},$$

so $n_s/n_{\rm av}=\beta\cot\beta$, the same ratio as in (6). The surfaces see fewer carriers than the average. Whoever assumes that they see the average needs a smaller velocity to account for the same loss.

For small $\beta$ write $\tan\beta=\beta+a\beta^3+b\beta^5+\dots$ and use $(\tan\beta)'=1+\tan^2\beta$:

$$1+3a\beta^2+5b\beta^4+\dots=1+\beta^2+2a\beta^4+\dots$$

Hence $a=1/3$ and $b=2a/5=2/15$, and

$$\frac{S}{S_0}=1+\frac{\beta^2}{3}+\frac{2\beta^4}{15}+\dots,\qquad \beta^2=\frac{S_0W}{2D}.$$

The first correction is therefore

$$S\approx S_0\left(1+\frac{S_0W}{6D}\right). \tag{7}$$

To the same order, $S_0$ is low by the fraction $SW/(6D)$ of the true $S$.

**Part (d)**

*What happens when $S$ becomes very large? How does an error in $R$ then pass into $S$?*

**Answer.** As $S\to\infty$, (5) requires $\beta\to\pi/2$, and (4) gives $R\to\pi^2D/W^2$. The surface density tends to zero, and the loss is limited by the diffusion of carriers to the surface. For every finite $S$,

$$\frac1R>\frac{W^2}{\pi^2D}. \tag{8}$$

If measured lifetimes violate (8), no value of $S$ can explain them: one of the values used for $\tau_{\rm eff}$, $\tau_b$, $W$ and $D$, or an assumption of the model, is wrong. Formula (3) gives no such warning, since it returns a velocity for any positive $R$.

For the sensitivity, take the logarithm of (5) and differentiate. Since $\beta\propto\sqrt R$, $d\ln\beta=\tfrac12\,d\ln R$, and

$$\frac{d\ln S}{d\ln R}=\frac12\left(1+\frac{\beta}{\sin\beta\cos\beta}\right)=\frac12\left(1+\frac{2\beta}{\sin2\beta}\right). \tag{9}$$

This tends to 1 for small $\beta$, as (3) requires, and grows without limit as $\beta\to\pi/2$. Near the diffusion limit, a lifetime measurement fixes little more than a lower bound on $S$.

**Part (e)**

*A model wafer has $W=300$ µm, $D=3.0\times10^{-3}$ m²/s and $\tau_b=2000$ µs. With three different surface treatments, A, B and C, its effective lifetime is 1000, 20 and 4 µs. Find $S$ in each case and judge the simple formula. What can be said if $\tau_b$ is unknown?*

**Answer.** The velocity scale is $2D/W=20$ m/s, and the limit (8) is 3.04 µs. For wafer A,

$$R=1000-500=500\ \text{s}^{-1},\qquad S_0=(1.5\times10^{-4}\ \text{m})(500\ \text{s}^{-1})=0.0750\ \text{m/s}.$$

Equation (4) gives $\beta=0.0612$, and (5) gives $S=0.0751$ m/s, or 7.51 cm/s.

For wafer B, $R=50000-500=49500$ s⁻¹ and $\beta=0.609$. For wafer C, $R=250000-500=249500$ s⁻¹ and $\beta=1.368$, not far below $\pi/2$. The same steps give, in m/s:

| Wafer | $S_0$ | from (7) | $S$ from (5) | $S_0/S$ |
|---|---|---|---|---|
| A | 0.0750 | 0.0751 | 0.0751 | 0.999 |
| B | 7.43 | 8.34 | 8.50 | 0.873 |
| C | 37.4 | 60.8 | 133 | 0.281 |

For A the simple formula is sufficient. For B it is low by 13 % of $S$, and the first correction removes most of the error. For C it is low by a factor of about 3.6, and the corrected formula also fails, because $\beta^2$ is no longer small. For this $W$ and $D$, $S_0$ is low by 1 % at $S=0.605$ m/s and by 10 % at $S=6.53$ m/s. The estimate $SW/(6D)$ gives 1.0 % and 10.9 % at these velocities.

If $\tau_b$ is unknown, one can still use $R<1/\tau_{\rm eff}$. Since $S$ increases with $R$, setting $1/\tau_b=0$ gives an upper bound, provided $\tau_{\rm eff}$ itself exceeds $W^2/(\pi^2D)$. For a shorter $\tau_{\rm eff}$, which a short bulk lifetime can cause, the measurement sets no upper bound on $S$. Here the bounds are 0.150 m/s for A, 8.60 m/s for B and 134 m/s for C. For A the bound is twice the true value, since bulk and surfaces there cause equal losses. For B and C the bound is only 1.2 % and 0.8 % above the true value. Of these three wafers, the best passivated one thus depends most on knowing the bulk.

Wafer C also illustrates (9). Omitting the bulk term raises $R$ from 249500 to 250000 s⁻¹, by 0.20 %, while $S$ rises from 133.0 to 134.1 m/s, by 0.8 %. The factor of 4 agrees with (9), which gives 4.0 at $\beta=1.368$.

**Part (f)**

*Test these results against the diffusion equation without using the cosine solution.*

**Answer.** Divide the thickness into 400 cells. Let carriers pass between neighbouring cells in proportion to the density difference, and let them leave the outer cells through half a cell of diffusion followed by surface recombination. The slowest decay rate of this set of linear equations is then found by diagonalization.

With $S$ from (5), the computed lifetimes are 1000.0, 20.00 and 4.000 µs, which are the values put in. The computed ratio of surface to average density is 0.999, 0.873 and 0.281, in agreement with (6).

With $S_0$ in place of $S$, the equation gives 1000.6, 22.5 and 6.69 µs. The simple formula thus fails to reproduce its own input by 0.06 %, 13 % and 67 % of the measured lifetime. For A the lifetime error is only half the velocity error of 0.125 %, because the surfaces cause half of the total loss.

The series was tested at $S=1$ m/s. There $(S/S_0-1)/\beta^2$ is 0.340. It exceeds $1/3$ because it still contains the next term, $2\beta^2/15$; with $\beta^2\approx0.05$ this is about 0.007. The second coefficient comes out as 0.136, against $2/15=0.133$, again with higher terms included. For a nearly perfect sink at both surfaces the computed lifetime is 3.04 µs, as (8) requires.

The waiting time was tested by following wafer C in time after a flash absorbed near one surface, with an initial density falling as $e^{-d/(30\ \text{µm})}$ with the distance $d$ from that surface. Between 0 and 0.5 µs the total decays with an apparent lifetime of 0.89 µs. By (1), so fast a loss means that the sum of the two surface densities is then much larger, relative to the average, than in the slowest mode: the carriers start close to a surface. Between 9.5 and 10.0 µs the apparent lifetime is 4.00 µs. The bound on the relaxation time from part (b) is 1.01 µs, so this reading comes after more than nine such times. The reading from the first 0.5 µs, put into (4), would violate (8) and give no valid velocity. A somewhat later reading, still taken too early, can satisfy (8) and give a wrong one.

**Part (g)**

*Which changes of the experiment would invalidate the evaluation?*

**Answer.** If the surfaces have different velocities $S_1$ and $S_2$, the profile is not symmetric and (5) does not apply. For a nearly uniform density, the balance of part (a) becomes $R=(S_1+S_2)/W$, so (3) then gives the mean of the two velocities and cannot separate them.

If $S$, $\tau_b$ or $D$ depends on the excess density, the diffusion problem is not linear and the decay need not be exponential. In a real wafer $D$ is the ambipolar coefficient, which equals the constant minority-carrier value only while the excess density is small compared with the doping. A lifetime found under steady illumination belongs to a different profile, set by the generation as well as by the losses, so (5) cannot be taken over without a new derivation. For a nearly uniform density the distinction disappears: the balance of carriers then gives (3) in both cases.

The numerical output gives the values used here with further digits.

## Table of computed values

```
thickness W = 300 um
diffusion coefficient D = 3.0e-03 m^2/s
bulk lifetime = 2000 us
velocity scale 2D/W = 20.00 m/s
A: effective lifetime = 1000 us
A: rate difference R = 500 1/s
A: beta = 0.06124 (no unit)
A: simple velocity S0 = 0.07500 m/s
A: first-order corrected = 0.07509 m/s
A: exact velocity S = 0.07509 m/s = 7.509 cm/s
A: S0/S = 0.99875 (no unit)
A: surface/average density, numerical = 0.99875 (no unit)
A: numerical lifetime with S = 1000.0000 us
A: numerical lifetime with S0 = 1000.6248 us
A: upper bound on S, bulk unknown = 0.15038 m/s
B: effective lifetime = 20 us
B: rate difference R = 49500 1/s
B: beta = 0.60930 (no unit)
B: simple velocity S0 = 7.42500 m/s
B: first-order corrected = 8.34384 m/s
B: exact velocity S = 8.50443 m/s = 850.443 cm/s
B: S0/S = 0.87307 (no unit)
B: surface/average density, numerical = 0.87307 (no unit)
B: numerical lifetime with S = 20.0000 us
B: numerical lifetime with S0 = 22.5027 us
B: upper bound on S, bulk unknown = 8.60329 m/s
C: effective lifetime = 4 us
C: rate difference R = 249500 1/s
C: beta = 1.36794 (no unit)
C: simple velocity S0 = 37.42500 m/s
C: first-order corrected = 60.76884 m/s
C: exact velocity S = 133.01003 m/s = 13301.003 cm/s
C: S0/S = 0.28137 (no unit)
C: surface/average density, numerical = 0.28137 (no unit)
C: numerical lifetime with S = 4.0000 us
C: numerical lifetime with S0 = 6.6940 us
C: upper bound on S, bulk unknown = 134.07375 m/s
series test at S = 1.0 m/s: first coefficient = 0.3400, second = 0.1361 (no unit)
shortest surface lifetime, formula = 3.0396 us
shortest surface lifetime, numerical = 3.0397 us
S0 is low by 1 % at S = 0.6048 m/s
S0 is low by 10 % at S = 6.5349 m/s
bound on mode relaxation time = 1.0132 us
flash absorption depth = 30 um
C: apparent lifetime from 0 to 0.5 us = 0.894 us
C: apparent lifetime from 9.5 to 10.0 us = 4.000 us
```
